# Lattice Pinning of a Diffuse Crystal–Melt Interface

A flat interface separates a melt from a crystal whose atomic layers lie parallel to it at spacing $a$. Layer $n$ carries an order parameter $\phi_n$, equal to $-1$ in the melt and $+1$ in the crystal. At the melting point the free energy per area is

$$E=\sum_n\left[\frac{K}{2a}(\phi_{n+1}-\phi_n)^2+aW(1-\phi_n^2)^2\right].\qquad(1)$$

The model is mean-field: each layer is uniform and does not fluctuate. It is also classical, so Planck's constant does not enter. Because the layers are discrete, $E$ depends on where the interface sits between them. The lattice barrier $\Delta E$ is the energy per area needed to carry the whole interface from one stable position to the next. The problem is to find how $\Delta E$ depends on the interface width.

## (a) Find the continuum profile, its energy, and the layer equation.

**Solution.** If $\phi$ varies slowly, (1) becomes $\int[\frac K2\phi'^2+W(1-\phi^2)^2]\,dz$, and its stationary profile obeys $K\phi''=-4W\phi(1-\phi^2)$. Try $\phi=\tanh(z/\ell)$. Then $\phi'=(1-\phi^2)/\ell$ and $\phi''=-2\phi(1-\phi^2)/\ell^2$, so the equation holds if

$$\ell^2=\frac{K}{2W}.$$

The gradient term is $\frac{K}{2\ell^2}(1-\phi^2)^2=W(1-\phi^2)^2$, equal to the well term. With $dz=\ell\,d\phi/(1-\phi^2)$ the interface energy is

$$\sigma=2W\ell\int_{-1}^{1}(1-\phi^2)\,d\phi=\frac{8W\ell}{3}=\frac{4K}{3\ell}.$$

Now keep the layers. Let $h=a/\ell$ and measure energy per area in units of $K/a$. Since $a^2W/K=h^2/2$,

$$E=\sum_n\left[\tfrac12(\phi_{n+1}-\phi_n)^2+\tfrac{h^2}{2}(1-\phi_n^2)^2\right],\qquad \sigma=\frac{4h}{3}.$$

Setting $\partial E/\partial\phi_n=0$ gives the layer equation

$$\phi_{n+1}+\phi_{n-1}-2\phi_n=-2h^2\phi_n(1-\phi_n^2).\qquad(2)$$

In the crystal tail put $\phi_n=1-\eta_n$ with small $\eta_n$. Then $\eta_{n+1}+\eta_{n-1}-2\eta_n=4h^2\eta_n$. The trial $\eta_n\propto e^{-2\varepsilon n}$ gives $4\sinh^2\varepsilon=4h^2$, so $\sinh\varepsilon=h$. For wide interfaces $\varepsilon\approx h$.

## (b) Estimate the barrier by placing the continuum profile on the layers.

**Solution.** Take $\phi_n=\tanh h(n-x_0)$. For neighbours write $T'=\tanh A$, $T=\tanh B$, $A-B=h$. The subtraction formula gives $T'T=1-(T'-T)\coth h$, hence

$$(T'-T)^2=T'^2+T^2-2T'T=-\operatorname{sech}^2A-\operatorname{sech}^2B+2(T'-T)\coth h .$$

The last term telescopes in the sum, because $\sum(T'-T)=2$. Therefore

$$E=2\coth h-\sum_n\operatorname{sech}^2h(n-x_0)+\frac{h^2}{2}\sum_n\operatorname{sech}^4h(n-x_0).$$

For an even function $g$, Poisson summation gives

$$\sum_ng(n-x_0)=\hat g(0)+2\sum_{m\ge1}\hat g(2\pi m)\cos2\pi mx_0,\qquad \hat g(k)=\int g(y)\cos ky\,dy.$$

Let $I=\int e^{iqu}\operatorname{sech}^2u\,du$. Moving the contour up by $i\pi$ multiplies the integral by $e^{-\pi q}$ and crosses the pole at $i\pi/2$. There $\operatorname{sech}^2u\approx-1/(u-i\pi/2)^2$, so the residue is $-iqe^{-\pi q/2}$ and

$$I=\frac{2\pi q\,e^{-\pi q/2}}{1-e^{-\pi q}}=\frac{\pi q}{\sinh(\pi q/2)}.$$

From $(\operatorname{sech}^2u)''=4\operatorname{sech}^2u-6\operatorname{sech}^4u$, the transform of $\operatorname{sech}^4u$ is $I(q^2+4)/6$.

The first harmonic has $q=2\pi/h$, and $y=u/h$ supplies a factor $1/h$. The difference between $x_0=0$ and $x_0=\frac12$ is twice its amplitude:

$$\Delta E_{\rm rigid}=\frac4h\,\frac{\pi q}{\sinh(\pi q/2)}\left[\frac{h^2(q^2+4)}{12}-1\right].$$

For small $h$, $\sinh(\pi q/2)\to\frac12e^{\pi^2/h}$ and the bracket tends to $\pi^2/3-1$. Dividing by $\sigma=4h/3$,

$$\frac{\Delta E_{\rm rigid}}{\sigma}\to(4\pi^4-12\pi^2)\left(\frac{\ell}{a}\right)^3e^{-\pi^2\ell/a},\qquad 4\pi^4-12\pi^2=271.2 .$$

The exponent comes from the pole of $\tanh hx$ at $x=i\pi/(2h)$. At a distance $s$ from it, $\phi\approx1/(hs)$. The second difference in (2) is the series $\sum_{j\ge1}2\phi^{(2j)}/(2j)!$, whose terms scale as $1/(hs^{2j+1})$. At $s\sim1$ they are all comparable, whereas the continuum profile keeps just the first. The coefficient 271.2 therefore needs a better calculation.

## (c) Express the slope of the energy through nearly stationary profiles.

**Solution.** Let $u^-(x)$ and $u^+(x)$ satisfy (2) for continuous $x$, with $u^-\to-1$ as $x\to-\infty$, $u^+\to+1$ as $x\to+\infty$, and $u^+(x)=-u^-(-x)$. Both have the same expansion in powers of $h^2$, beginning with $\tanh hx$; call this common profile $\phi$. Their difference $\delta=u^+-u^-$ is smaller than every power of $h$.

Join them: $\phi_n=u^-(n+x)$ for $n\le0$ and $\phi_n=u^+(n+x)$ for $n\ge1$. Equation (2) then fails at two layers. Layer 0 sees $u^+(1+x)$ where $u^-(1+x)$ would balance it, and layer 1 sees $u^-(x)$ in place of $u^+(x)$. Hence

$$\frac{\partial E}{\partial\phi_0}=-\delta(x+1),\qquad\frac{\partial E}{\partial\phi_1}=\delta(x).$$

By the chain rule, dropping terms of order $\delta^2$,

$$\frac{dE}{dx}=\Omega(x)=\delta(x)\phi'(x+1)-\delta(x+1)\phi'(x).\qquad(3)$$

Both $\delta$ and $\phi'$ satisfy the linearized equation $y(x+1)+y(x-1)=c(x)y(x)$, with $c=2-2h^2+6h^2\phi^2$. Using it to replace $\delta(x-1)$ and $\phi'(x-1)$ in $\Omega(x-1)$, the terms in $c$ cancel and $\Omega(x-1)=\Omega(x)$. So $\Omega$ has period one, and its first harmonic can be found wherever $\delta$ is known, including near the complex pole.

## (d) Find $\delta$ near the pole.

**Solution.** Put $x=i\pi/(2h)+s$ and $\phi=\psi/h$. Equation (2) becomes $\psi(s+1)+\psi(s-1)-2\psi=2\psi^3-2h^2\psi$, and the last term drops out as $h\to0$. Insert $\psi=\sum_{k\ge0}b_ks^{-2k-1}$ with $b_0=1$. Differentiating $s^{-m}$ an even number $2j$ of times gives $m(m+1)\cdots(m+2j-1)s^{-m-2j}$, so the coefficient of $s^{-2k-3}$ is

$$\sum_{j=1}^{k+1}2\binom{2k+2}{2j}b_{k+1-j}=2\!\!\sum_{p+q+r=k}\!\!b_pb_qb_r .$$

The unknown $b_k$ appears on the left with factor $(2k+2)(2k+1)$ and on the right with factor 6. Their difference is $2(2k-1)(k+2)$, which is nonzero for $k\ge1$, so every $b_k$ follows. For $k=1$: $6b_1+2=0$, so $b_1=-\frac13$.

The series diverges. Write it as

$$\psi=\int_0^\infty e^{-ps}B(p)\,dp,\qquad B(p)=\sum_k\frac{b_kp^{2k}}{(2k)!}.$$

In terms of $p$, the second difference multiplies $B$ by $2\cosh p-2$, which vanishes first, away from $p=0$, at $p=\pm2\pi i$. The nearest singularities of $B$ are expected there. Their type follows from the linearized equation: a small difference $D$ between two solutions obeys $D(s+1)+D(s-1)-2D\approx6D/s^2$. Its solutions are period-one factors times $s^r$ with $r(r-1)=6$, so $r=3$ or $r=-2$. The dominant form $s^3e^{-2\pi is}$ corresponds to a fourth-order pole, $B\approx3\Lambda/(p-2\pi i)^4$, with a mirror pole at $-2\pi i$ because $B$ is even. Expanding both poles in powers of $p$ and comparing coefficients,

$$\frac{b_k}{(2k)!}\to\frac{6\Lambda(-1)^k}{(2\pi)^{2k+4}}\,\frac{(2k+3)(2k+2)(2k+1)}{6},$$

$$\Lambda=\lim_{k\to\infty}(-1)^kb_k\frac{(2\pi)^{2k+4}}{(2k+3)!}.$$

The recurrence gives 259.8, 170.9, 174.0 and 187.1 for $k=0$ to 3, then 239.6 at $k=10$ and 252.5 at $k=40$. Extrapolation gives $\Lambda=253.514$.

The solution $\psi^+$, fixed at large positive $\operatorname{Re}s$, uses the contour along positive $p$; $\psi^-$ uses negative $p$. Towards the real $x$ axis, $s$ lies in the lower half-plane, and both contours can be turned to the positive imaginary axis. They then pass on opposite sides of $2\pi i$, and their difference encircles it anticlockwise. To leading order in large $|s|$,

$$\psi^+-\psi^-=2\pi i\,(3\Lambda)\,\frac{(-s)^3}{3!}e^{-2\pi is}=-i\pi\Lambda s^3e^{-2\pi is}.\qquad(4)$$

## (e) Obtain the barrier and state its dependence on width.

**Solution.** In (3) use $\delta=(\psi^+-\psi^-)/h$ and $\phi'\approx-1/(hs^2)$, in the matching region where $|s|$ is large but still small compared with $1/h$. The exponential has period one and factors out:

$$\Omega=-\frac{i\pi\Lambda}{h^2}e^{-2\pi is}\left[\frac{(s+1)^3}{s^2}-\frac{s^3}{(s+1)^2}\right].$$

For large $|s|$ the bracket tends to $(s^3)'s^{-2}-s^3(s^{-2})'=3+2=5$. Since $s=x-i\pi/(2h)$, $e^{-2\pi is}=e^{-\pi^2/h}e^{-2\pi ix}$. The pole in the lower half-plane adds the complex conjugate, so on the real axis

$$\frac{dE}{dx}=-\frac{10\pi\Lambda}{h^2}e^{-\pi^2/h}\sin2\pi x,\qquad E=\text{const}+\frac{5\Lambda}{h^2}e^{-\pi^2/h}\cos2\pi x .$$

The energy is highest when a layer lies at the centre of the interface and lowest when the centre is midway between layers. Restoring $K/a$ and dividing by $\sigma$,

$$\boxed{\Delta E=\frac Ka\,\frac{10\Lambda}{h^2}e^{-\pi^2/h},\qquad\frac{\Delta E}{\sigma}=\frac{15\Lambda}{2}\left(\frac\ell a\right)^3e^{-\pi^2\ell/a}}\qquad(h\to0).$$

With the width counted as $N=2\ell/a$ layers, the exponential is $e^{-\pi^2N/2}$. The barrier thus falls exponentially with the number of layers in the interface, with a cubic prefactor in $\Delta E/\sigma$. The coefficient $15\Lambda/2=1901$ is 7.0 times the rigid-profile value; exponent and power agree.

At moderate widths a refinement matters. The tail series of $\phi$ contains powers of $e^{-2\varepsilon x}$, so $\phi$ has period $i\pi/\varepsilon$. Being odd, it is also odd about $i\pi/(2\varepsilon)$. Expanded in $\varepsilon$, the profile begins $\phi=T+\frac{\varepsilon^2}{3}T(1-T^2)+\dots$ with $T=\tanh\varepsilon x$, so the poles of these terms sit at $i\pi/(2\varepsilon)$, not at $i\pi/(2h)$. The poles belong to the terms of the expansion only: the exact $u^\pm$ have tail series that converge for every $x$ and stay finite at that point. Since $\varepsilon\approx h-h^3/6$, the exponent $\pi^2/\varepsilon$ exceeds $\pi^2/h$ by about $\pi^2h/6$, a correction of first order in $h$. Replacing $h$ by $\varepsilon$ in the boxed $\Delta E$ includes it.

Barriers computed directly from stationary solutions of (2) test this form. Divided by the law with $\varepsilon$, they give 1.00006 at $h=0.05$ and 1.00025 at $h=0.1$. The remaining error is thus of second order.

## (f) What driving force and undercooling move the interface over the barrier?

**Solution.** Let the crystal be lower in free energy than the melt by $g$ per volume. Advancing by $X$ layers gains $gaX$, so the energy is $\frac12\Delta E\cos2\pi X-gaX$. Stable positions disappear when $ga$ exceeds the largest slope of the first term, $\pi\Delta E$:

$$g_c=\frac{\pi\Delta E}{a}.$$

Below $g_c$ a flat interface cannot advance as a whole in this model; growth would need steps. For small undercooling $\Delta T$, neglecting the heat-capacity difference, $g=L_v\Delta T/T_m$, where $L_v$ is the latent heat per volume.

Take rough typical values in the regime of nickel with close-packed layers: $a=2.0$ Å, $\sigma=0.02$ eV/Å$^2$, $T_m=1700$ K, and latent heat 0.18 eV per atom of volume 11 Å$^3$, so $L_v=0.0164$ eV/Å$^3$. Let $\ell=4$ Å, which means a 10–90 % width of 8.8 Å. Then $h=0.5$, $\varepsilon=0.4812$, $K=3\sigma\ell/4=0.060$ eV/Å and $K/a=0.030$ eV/Å$^2$. The law with $\varepsilon$ gives

$$\Delta E\approx0.030\times\frac{2535}{0.4812^2}\,e^{-20.51}\approx4.07\times10^{-7}\ \text{eV/Å}^2.$$

The directly computed barrier is $4.09\times10^{-7}$ eV/Å$^2$ ($6.6\times10^{-6}$ J/m$^2$), about $2\times10^{-5}$ of $\sigma$. With $h$ in place of $\varepsilon$ the law would be too large by a factor 1.99; the rigid profile gives 0.29 of the computed value. The threshold is $g_c=\pi(4.09\times10^{-7})/2.0=6.4\times10^{-7}$ eV/Å$^3$, so

$$\Delta T_c=\frac{6.4\times10^{-7}\times1700}{0.0164}\approx0.07\ \text{K}.$$

Other widths, with $a$ and the continuum value $\sigma=4K/(3\ell)$ held fixed, give the table below. The energy of the stable layered interface is slightly lower than this $\sigma$, by about 6 % at $\ell=2$ Å and 1 % at $\ell=4$ Å.

| $\ell$ (Å) | $\Delta E$ (eV/Å$^2$) | $\Delta T_c$ (K) |
|---|---|---|
| 2 | $6.7\times10^{-4}$ | 110 |
| 3 | $2.1\times10^{-5}$ | 3.4 |
| 4 | $4.1\times10^{-7}$ | 0.067 |
| 5 | $6.4\times10^{-9}$ | 0.0010 |
| 6 | $8.7\times10^{-11}$ | $1.4\times10^{-5}$ |

Tripling the width lowers the threshold by almost seven orders of magnitude. The thresholds come from directly driven chains, in which the drive adds $-ga\sum_n(3\phi_n-\phi_n^3)/4$ to the energy per area and so leaves the bulk values at $\pm1$. They agree with $\pi\Delta E/a$ to within 0.3 % of the latter. Other forms of this coupling, which may shift the threshold of narrow interfaces, are not computed here. Further digits are in the numerical output.

## (g) Does this pinning survive thermal motion?

**Solution.** Let the interface height fluctuate by $\zeta$, Gaussian with variance $w^2$. The first harmonic is then multiplied by

$$\langle\cos(2\pi\zeta/a)\rangle=e^{-2\pi^2w^2/a^2}.$$

For isotropic $\sigma$ a gentle distortion costs $\frac\sigma2|\nabla\zeta|^2$ per area. Equipartition gives each wave vector $\mathbf q$ the variance $k_BT/(\sigma Aq^2)$ on an area $A=L^2$. Summing from wavelength $L$ down to a shortest wavelength $\lambda$,

$$w^2\simeq\frac{k_BT}{\sigma}\int\frac{d^2q}{4\pi^2q^2}=\frac{k_BT}{2\pi\sigma}\ln\frac L\lambda .$$

The damping factor is therefore proportional to $(L/\lambda)^{-p}$ with $p=\pi k_BT/(\sigma a^2)$. The constant left out beside the logarithm sets the prefactor, which is about 0.09 for the mode sum used below. The barrier of the whole area scales as $L^{2-p}$, and for weak pinning it fades on large areas if $p>2$, that is, above

$$k_BT_R=\frac{2\sigma a^2}{\pi}.$$

Here $\sigma a^2=0.08$ eV, so $T_R\approx590$ K, far below 1700 K, where $k_BT=0.1465$ eV and $p\approx5.75$. For $L=1000$ Å and an assumed $\lambda=16$ Å, the mode sum gives $w=2.3$ Å, more than one layer spacing, and a damping factor of about $4\times10^{-12}$. This factor is sensitive to the assumed cutoff: doubling $\lambda$ raises it about fiftyfold, which still leaves it negligible.

Of the neglected effects estimated here, thermal motion changes the result most: with these rough inputs, fluctuations reduce the 0.07 K threshold to practically nothing on large areas. That fits the usual unfaceted growth of close-packed metals from their melts. The mean-field number is itself uncertain. Making $\ell$ 10 % smaller or larger multiplies the barrier by 5.0 or 0.19 at fixed $\sigma$ and $a$, and carrying 20 % of $K$ by second-layer coupling multiplies it by 1.9. Density layering in the liquid, elastic strain and attachment kinetics are left out and have not been sized. The weak-pinning estimate of $T_R$ should not be carried over to sharp interfaces, where the barrier is no longer small beside $\sigma$.

## Numbers as computed

```
late-term constant Lam = 253.513895
late-term sequence k=0,1,2,3,10,40: 259.758 170.914 174.040 187.137 239.556 252.528
coefficient 15 Lam/2 = 1901.354
rigid-profile coefficient = 271.201
true/rigid coefficient = 7.0109
h = 0.05: computed barrier / law with eps = 1.0000611
h = 0.075: computed barrier / law with eps = 1.0001377
h = 0.1: computed barrier / law with eps = 1.0002452
same ratio extrapolated to h=0: 1.00000000
observed order of the error in eps: 2.008
relative shift of interface energy at h=0.1: -3.3377e-04
unstable modes: layer-centred 1  between layers 0
EXAMPLE (rough values, regime of nickel)
layer spacing = 2.0 angstrom, ell = 4.0 angstrom
interface energy sigma = 0.02 eV/angstrom^2
melting temperature = 1700 K, kT = 0.1465 eV
latent heat = 0.18 eV/atom, volume = 11.0 angstrom^3
latent heat per volume = 0.01636 eV/angstrom^3
h = 0.500, eps = 0.48121
10-90 width = 8.79 angstrom
K = 0.0600 eV/angstrom
W = 0.001875 eV/angstrom^3
layer-model energy / continuum sigma = 0.99135
barrier = 4.0919e-07 eV/angstrom^2 = 6.556e-06 J/m^2
barrier / sigma = 2.0460e-05
threshold drive = 6.4245e-07 eV/angstrom^3
threshold undercooling = 0.0667 K
TABLE 1: ell (angstrom), barrier (eV/angstrom^2), undercooling (K)
2  6.7189e-04  1.0990e+02
3  2.0541e-05  3.3522e+00
4  4.0919e-07  6.6744e-02
5  6.4276e-09  1.0487e-03
6  8.6730e-11  1.4152e-05
TABLE 2: ell (angstrom), then ratios to computed barrier:
law with eps, law with h, rigid; last: threshold/(pi barrier/a)
2  0.9983  2.9274  0.4783  1.00228
3  0.9887  2.3241  0.3530  1.00001
4  0.9935  1.9890  0.2940  0.99953
5  0.9959  1.7786  0.2596  0.99984
6  0.9972  1.6381  0.2374  0.99993
NEGLECTED EFFECTS at ell = 4 angstrom
barrier factor, 20% of K from second layer: 1.8980
barrier factor, ell 10% smaller: 4.962; larger: 0.1942
side of patch with barrier = kT: 598.3 angstrom
interface side = 1000, shortest wave = 16 angstrom
rms thermal wandering = 2.302 angstrom
thermal damping of the barrier = 4.363e-12
damping falls as side^-p, p = 5.749 (pinning lost if p > 2)
weak-pinning roughening temperature = 591.0 K
```
